\section*{Lateral pinch-off voltage of balanced silicon superjunction columns}

\section*{Question}

I am working on the drift region of a silicon superjunction transistor. It consists of alternating p and n columns, each $5\,\mu$m wide, all doped to $3\times10^{15}\,\mathrm{cm^{-3}}$. I need the voltage at which the columns pinch off sideways, that is, at which they have just lost their mobile carriers.

I know the depletion approximation, but I get different answers depending on how I apply it. If I deplete half a column and use $qN(W/2)^2/(2\varepsilon)$, I find 14.5 V. If I let a p--n junction deplete a full column width on each side, I find 116 V. I also don't know whether the built-in potential should be added to the result or subtracted from it. Which distance belongs in the formula, what is the voltage, and how sharp is the pinch-off really?

\section*{Answer}

Your two numbers come from correct formulas applied to the wrong region. The first counts the potential drop in one column and leaves out its neighbour. The second describes columns that have a junction on one side only.

\subsection*{Which distance is depleted}

Let $W$ be the width of one column, so that the pattern repeats after $2W$, and let $N$ be the doping of both column types. I assume abrupt junctions, uniform and fully ionised dopants, columns much longer than they are wide, and no current. Each column then has one potential along its length until it is pinched off, and the reverse bias $V_R$ between n and p columns is the same at every depth.

Every column has a junction on its left and another on its right. By mirror symmetry the lateral field is zero on the mid-plane of each column. Each junction therefore has to empty only the half column next to it, a distance $W/2=2.5\,\mu$m on either side.

Put $x=0$ at a junction, with the n column at $x>0$, and let both sides be depleted to a depth $d$. The depths are equal because the doping is equal and the two charges must cancel. In the depleted n region the charge density is $+qN$, and Gauss's law gives
\begin{equation}
\frac{dE_x}{dx}=\frac{qN}{\varepsilon},\qquad E_x(d)=0
\quad\Rightarrow\quad E_x=-\frac{qN}{\varepsilon}(d-x).
\end{equation}
In the depleted p region the charge density is $-qN$ and the field vanishes at $x=-d$, so $E_x=-(qN/\varepsilon)(d+x)$. The two expressions agree at $x=0$. The minus sign says that the field points from the donors to the acceptors. Its magnitude is a triangle of height $qNd/\varepsilon$ and base $2d$.

The potential difference between the neutral parts is the area of that triangle:
\begin{equation}
V_R+V_{bi}=\frac12\,(2d)\,\frac{qNd}{\varepsilon}=\frac{qNd^2}{\varepsilon}.
\label{eq:drop}
\end{equation}
The left side is a sum because a reverse bias adds to the built-in potential $V_{bi}$, which is present at zero bias. Half of the drop lies in each column.

Pinch-off means $d=W/2$. The total potential and the peak field are then
\begin{equation}
V_T=\frac{qN}{\varepsilon}\left(\frac W2\right)^2=\frac{qNW^2}{4\varepsilon},
\qquad
E_{\rm peak}=\frac{qN}{\varepsilon}\,\frac W2=\frac{qNW}{2\varepsilon}.
\label{eq:VT}
\end{equation}

\subsection*{The numbers}

With a relative permittivity of 11.7, $\varepsilon=1.0359\times10^{-12}$ F/cm, and
\begin{equation}
V_T=\frac{(1.602\times10^{-19}\,\mathrm{C})(3\times10^{15}\,\mathrm{cm^{-3}})(5\times10^{-4}\,\mathrm{cm})^2}
{4\,(1.0359\times10^{-12}\,\mathrm{F/cm})}=29.0\ \mathrm{V}.
\end{equation}
This is the total, built-in potential included. To find the bias you must apply, subtract $V_{bi}$. In equilibrium the electron density is $N$ in the n column and $n_i^2/N$ in the p column. The Boltzmann relation, with $V_t=kT/q=0.02585$ V at 300 K and a rough $n_i=10^{10}\,\mathrm{cm^{-3}}$, gives
\begin{equation}
V_{bi}=V_t\ln\frac{N}{n_i^2/N}=2V_t\ln\frac{N}{n_i}
=2(0.02585\ \mathrm{V})\ln(3\times10^5)=0.65\ \mathrm{V}.
\end{equation}
The applied pinch-off bias is therefore
\begin{equation}
V_P=V_T-V_{bi}=29.00-0.65=28.35\ \mathrm{V}.
\end{equation}

Your 14.5 V is $V_T/2$, the share of one column. Your 116 V follows from (\ref{eq:drop}) with $d=W$, which gives $4V_T$. It would be right for a single pair of columns with one junction between them and no field at their outer faces. The same reasoning applies at the edge of an array: if the outer face of the last column carries no lateral field, that column must have width $W/2$ to be emptied together with the others.

\subsection*{Unequal columns, and what the dose controls}

If the widths $W_n,W_p$ and dopings $N_D,N_A$ differ, both column types can still be emptied together, provided that their doses are equal: $N_DW_n=N_AW_p=\sigma$. Each half column contributes a triangle of area $qN_i(W_i/2)^2/(2\varepsilon)=q\sigma W_i/(8\varepsilon)$, so
\begin{equation}
V_T=\frac{q\sigma\,(W_n+W_p)}{8\varepsilon},\qquad E_{\rm peak}=\frac{q\sigma}{2\varepsilon}.
\end{equation}
For equal widths this returns (\ref{eq:VT}). The dose alone sets the peak lateral field. Here $\sigma=1.5\times10^{12}\,\mathrm{cm^{-2}}$ and $E_{\rm peak}=0.116$ MV/cm. Halving all widths at fixed dose leaves that field unchanged and halves $V_T$. Halving them at fixed doping divides $V_T$ by four.

\subsection*{How sharp is the pinch-off?}

The depletion approximation gives the carriers a sharp edge. In reality they follow a Boltzmann factor, and the effect can be worked out. Let $u(x)$ be the potential measured from the junction, and let $u_n=(V_R+V_{bi})/2$ be its value in neutral n material. Then $n=N\exp[(u-u_n)/V_t]$. Neglecting holes in the n column, Poisson's equation is $\varepsilon u''=-q(N-n)$. Multiply by $u'$ and integrate from the junction to the mid-plane, where $u'=0$. As long as the mid-plane is still neutral, $u=u_n$ there, and
\begin{equation}
\frac{\varepsilon}{2}\,u'(0)^2=q\int_0^{u_n}(N-n)\,du
=qN\left[u_n-V_t\left(1-e^{-u_n/V_t}\right)\right]\simeq qN(u_n-V_t).
\end{equation}
By Gauss's law the charge uncovered per unit area is $\varepsilon u'(0)$. Writing it as $qNd_{\rm eff}$ gives
\begin{equation}
d_{\rm eff}^2=\frac{2\varepsilon(u_n-V_t)}{qN}=\frac{\varepsilon\,(V_R+V_{bi}-2V_t)}{qN}.
\end{equation}
The correction to (\ref{eq:drop}) is thus $2V_t\approx0.05$ V. A numerical solution of Poisson's equation with mobile carriers shows how little this matters:
\begin{center}
\begin{tabular}{ccc}
Bias (V) & Carriers left, numerical & Depletion approximation\\
0 & 85.6\,\% & 85.0\,\%\\
5 & 56.1\,\% & 55.9\,\%\\
15 & 26.7\,\% & 26.5\,\%\\
20 & 15.7\,\% & 15.6\,\%
\end{tabular}
\end{center}

Close to pinch-off the mid-plane is no longer neutral. Let $r$ be the small fraction of carriers left. They sit near the mid-plane and cancel a sheet of donor charge $qrNW/2$. This lowers the field over the whole half column by $qrNW/(2\varepsilon)$, and lowers the mid-plane potential by that field times $W/2$, which is $rV_T$. Hence $u_m=V_T/2-rV_T$, and the mid-plane density is
\begin{equation}
\frac{n_m}{N}=\exp\frac{u_m-u_n}{V_t}
=\exp\left[-\frac{V_R-V_P}{2V_t}-\frac{rV_T}{V_t}\right].
\end{equation}
When $n_m\ll N$, the potential at a distance $s$ from the mid-plane is $u_m-qNs^2/(2\varepsilon)$. The density is then a Gaussian, $n_m\exp[-s^2/(2L_D^2)]$, with the Debye length $L_D=\sqrt{\varepsilon V_t/(qN)}=75$ nm. Its integral over one half column is $n_mL_D\sqrt{\pi/2}$. Dividing by $NW/2$ gives
\begin{equation}
r=\sqrt{\frac{\pi}{2}}\,\frac{L_D}{W/2}\,\frac{n_m}{N}=0.037\,\frac{n_m}{N}.
\end{equation}
At $V_R=V_P$ these two relations give $r\approx0.24\,\%$; the numerical solution gives 0.25\,\%. For $r=0.1\,\%$ they require a bias 0.13 V above $V_P$, and so does the numerical solution. That figure depends on the threshold chosen for $r$. A better measure of sharpness is the lateral capacitance, which is proportional to $-dr/dV_R$. Differentiating the two relations gives $-dr/dV_R=r/(2V_t+2rV_T)$, while the depletion approximation gives $1/(2V_T)$ just before pinch-off, so their ratio is $rV_T/(V_t+rV_T)$. This ratio is about three quarters at $V_P$, one half at 0.14 V above $V_P$ and one tenth at 0.30 V above it. Without the assumption $n_m\ll N$, it has already fallen to 0.9 about a quarter of a volt below $V_P$. The pinch-off is therefore smeared over roughly half a volt out of 28.

Beyond pinch-off there is almost no charge left to uncover, and the lateral drop stops growing. The numerical drop between mid-planes is 29.0 V at 30 V bias and again at 31 V. Further bias has to be taken up along the columns.

\subsection*{Finite columns and the vertical field}

In the blocking state the device also carries a large vertical voltage. In fully depleted columns this does not disturb the lateral result, because Poisson's equation is linear once the charge is fixed: a uniform vertical field adds a potential that does not depend on $x$. The end regions do disturb it. Their contribution satisfies Laplace's equation with zero lateral field at $x=\pm W/2$. The slowest-decaying part that changes the lateral drop is $\sin(\pi x/W)\,e^{-\pi y/W}$, where $y$ is the distance from the end. It dies out over $W/\pi=1.6\,\mu$m. A two-dimensional solution for columns $40\,\mu$m long with 600 V across them gives the same decay length, and a lateral drop of 29.0 V at mid-height.

Balance matters more. Suppose the n columns have 5\,\% too many donors. When the p columns are empty, $0.05/1.05=4.8\,\%$ of the electrons are still there, and no acceptors remain beside them to take up the field lines of their donors. Those lines must run lengthwise. Averaged over one period, and once everything is depleted, the vertical field changes along the length $L$ by
\begin{equation}
\Delta E_y=\frac{q(N_D-N_A)L}{2\varepsilon}=0.046\ \mathrm{MV/cm}\qquad(L=40\,\mu\mathrm{m}).
\end{equation}
The factor 2 appears because the n columns fill half of the volume. The mean vertical field is $600\,\mathrm{V}/40\,\mu\mathrm{m}=0.150$ MV/cm, so the change is about 31\,\% of the mean. The averaged field at one end is higher than the mean by half of that. The local field there also contains the end contribution described above, which is present even in balanced columns.

\subsection*{Does silicon survive, and what else shifts the result?}

Pinch-off must come before lateral avalanche. The ionisation integral across the junction at pinch-off, evaluated with the larger (electron) coefficient, is about $7\times10^{-4}$, while avalanche needs a value of order one. The coefficient is a rough fit extrapolated to low field, but the margin is large. For band-to-band tunnelling in the lateral field alone, a WKB estimate with a triangular barrier of 1.12 eV and a mass of 0.2 electron masses gives an exponent of about 300. A lighter mass or a two-band barrier lowers this number, but with a mass of 0.1 and a two-band barrier it is still about 130, so tunnelling is negligible at pinch-off.

With 600 V applied, the vertical and lateral fields at the junction combine to $\sqrt{0.150^2+0.116^2}=0.190$ MV/cm. The field is higher still at the ends of the columns. With the rough fit used above, the local electron ionisation rate at the junction is about 5.6 times that of the vertical field alone, but at such low fields this factor depends strongly on the fit chosen. A larger dose raises the lateral field and with it the ionisation, which limits how far the dose can be increased. A breakdown voltage would require integrating along the carriers' paths, ends included.

Heating to 400 K lowers $V_{bi}$ to 0.44 V and raises the applied pinch-off bias to 28.6 V, if the permittivity is held fixed. An increase of the permittivity by only 0.7\,\% would cancel this shift, so its sign in a real device is not settled here. Before depletion about 0.1\,\% of the donors are neutral, which is negligible.

\subsection*{Comparison with real devices}

Columns a few micrometres wide, doped in the $10^{15}$ to $10^{16}\,\mathrm{cm^{-3}}$ range, with a drift length of some $40\,\mu$m, are roughly what a 600 V class silicon superjunction transistor uses, so your parameters are not unusual. Real columns also depart from the uniform, abrupt profile, since dopants diffuse during processing. For a net doping of magnitude $N(x)$ that is the same on both sides, integrating the field by parts gives
\begin{equation}
V_T=\frac{2q}{\varepsilon}\int_0^{W/2}x\,N(x)\,dx ,
\end{equation}
so at fixed net dose $V_T$ is proportional to the mean distance of the dopants from the junction. For uniform doping that distance is $W/4$. For doping that rises linearly from zero at the junction it is $W/3$, and $V_T$ becomes $\frac43\times29.0=38.7$ V. That is a strongly graded case with the net dose held fixed. Diffusion across the junction does not hold it fixed, because donors and acceptors that cross compensate each other. If both diffuse with the same coefficient $D$, the net doping obeys $\partial N/\partial t=D\,\partial^2N/\partial x^2$, with $N=0$ at the junction and $\partial N/\partial x=0$ at the mid-plane. Inserting this in the integral and integrating by parts gives $dV_T/dt=-(2qD/\varepsilon)\,N(W/2)$. Columns that start out uniform and then diffuse into each other therefore pinch off below 29.0 V, not above it. Width errors count as well. If both column types are 5\,\% wider at the same doping, $V_T$ is 32.0 V, about 10\,\% more. If instead the pitch is fixed, so that the n columns are 5\,\% wider and the p columns 5\,\% narrower, the doses no longer match. By (\ref{eq:drop}) with $d=0.95\,W/2$ the p columns are then empty at a total potential of 26.2 V, while $0.10/1.05=9.5\,\%$ of the electrons remain. Finally, when the transistor conducts, the potential of the n column varies along its length, and $V_P$ is then the local difference between neighbouring columns, not the drain voltage.

For your columns, then, use 29 V as the total junction potential and about 28 V as the applied bias; the tolerances of width and doping matter more than further digits. The numerical output below lists the values behind these figures.

\section*{Calculated quantities}
\begin{verbatim}
column width W = 5.0 um, doping N = 3.0e+15 cm^-3
relative permittivity = 11.7, temperature = 300 K
permittivity = 1.0359e-12 F/cm
intrinsic density = 1.0e+10 cm^-3, kT/q = 0.02585 V
dopant dose N*W = 1.50e+12 cm^-2
depletion depth per junction side = 2.50 um
peak lateral field = 0.1160 MV/cm
total pinch-off potential = 29.00 V
built-in potential = 0.652 V
applied pinch-off bias = 28.35 V
wrong: drop in one column only = 14.50 V
wrong: one junction depletes full width = 116.0 V
Poisson-Boltzmann drop at 30 V bias = 28.999 V
Poisson-Boltzmann drop at 31 V bias = 28.999 V
Debye length = 74.6 nm
carriers left at 0 V bias: solver 85.61 %, depletion formula 85.00 %
carriers left at 5 V bias: solver 56.05 %, depletion formula 55.85 %
carriers left at 15 V bias: solver 26.65 %, depletion formula 26.53 %
carriers left at 20 V bias: solver 15.72 %, depletion formula 15.61 %
carriers left at applied pinch-off = 0.25 %
bias leaving 0.1 % of carriers = 28.48 V
that bias minus pinch-off bias = 0.131 V
second design (3 um, 8e15 cm^-3) total = 27.84 V
drift length = 40 um, vertical = 600 V
2D lateral drop at mid-height = 28.998 V
end decay length: 2D 1.592 um, W/pi 1.592 um
lateral ionisation integral (bound) = 6.9e-04
mean vertical field = 0.150 MV/cm
combined peak field = 0.190 MV/cm
local ionisation rate, combined/vertical = 5.6
WKB tunnelling exponent = 312
neutral donors before depletion = 0.12 %
electron density / band density of states = 1.1e-04
built-in potential at 400 K = 0.438 V
applied pinch-off at 400 K = 28.56 V
total potential for 5 % wider columns = 31.97 V
vertical field tilt, 5 % donor excess: formula 0.0464, 2D 0.0464 MV/cm
\end{verbatim}
